\section*{Capacitor size at which KAI switching becomes stochastic}

\section*{Question}

A large ferroelectric capacitor, switched many times at the same field, follows nearly the same smooth curve each time. This is the behaviour described by the Kolmogorov--Avrami--Ishibashi (KAI) picture of random nucleation and growth. A very small capacitor waits for a single nucleus, and its switching time differs from trial to trial. At what capacitor area does one behaviour give way to the other, how does that area depend on the nucleation rate and the wall speed, and how broad is the change?

\section*{The estimate}

Take a uniform capacitor of area $A$ in a constant, uniform field. Reversed domains are columns through the film, so the problem is two-dimensional. No reversed nuclei exist at time zero. Nucleation attempts occur at random, independently, at a constant rate $J$ per unit area and time. Each attempt in unswitched area starts a domain of negligible initial size, whose wall advances at constant speed $v$; an attempt in switched area does nothing. The relations below hold in any consistent units.

While the capacitor is unswitched, nuclei appear in it at the rate $JA$, so the mean waiting time is $1/(JA)$. In that time a wall would travel $v/(JA)$. This distance depends on the capacitor, because a smaller area waits longer. Setting the area equal to the squared distance therefore gives a closed equation for the crossover area $A_c$:
\begin{equation}
A_c=\left(\frac{v}{JA_c}\right)^2
\quad\Rightarrow\quad A_c^3=\frac{v^2}{J^2}
\quad\Rightarrow\quad A_c=\left(\frac{v}{J}\right)^{2/3}.
\end{equation}
The corresponding edge and time are
\begin{equation}
\ell=\sqrt{A_c}=\left(\frac{v}{J}\right)^{1/3},\qquad
\tau=\frac{\ell}{v}=(Jv^2)^{-1/3},\qquad J\ell^2\tau=\frac{J\ell^3}{v}=1 .
\end{equation}
The last relation says that an area $A_c$ receives one attempt, on average, in the time a wall needs to cross it.

Write $a=A/A_c$. The ratio of crossing time to waiting time is
\begin{equation}
\frac{\sqrt A/v}{1/(JA)}=\frac{J}{v}A^{3/2}=\left(\frac{A}{A_c}\right)^{3/2}=a^{3/2}.
\end{equation}
For $a\ll1$ the first domain sweeps the capacitor before a second nucleus is likely. For $a\gg1$ many domains grow together. The argument fixes the scaling but not the numerical factor, which requires a measure of randomness.

\section*{A measure of the randomness}

Let $f(t)$ be the switched fraction in one trial and $t(\mathbf r)$ the time at which point $\mathbf r$ switches. The unswitched fraction is the area average of a step function that equals one while $t<t(\mathbf r)$. Integrating it over time gives
\begin{equation}
T=\int_0^\infty[1-f(t)]\,dt=\frac1A\int t(\mathbf r)\,d^2r .
\end{equation}
Thus $T$ is the mean switching time of the points in that trial, and it can be obtained from a measured switching curve. Over repeated trials it has mean $\langle T\rangle$ and standard deviation $\sigma_T$. The relative scatter is $s=\sigma_T/\langle T\rangle$.

\section*{Small capacitors}

The probability that no nucleus has appeared by time $t$ is $e^{-JAt}$. The first nucleation time $t_1$ thus has mean $1/(JA)$ and standard deviation $1/(JA)$. If one domain does all the switching, $T=t_1+D/v$, where $D$ is the mean distance from the nucleus to the points of the capacitor.

To remove edge effects, consider first a square of edge $L=\sqrt A$ with periodic boundaries. Every nucleus can then be regarded as central. Dividing the square into eight equal right triangles gives
\begin{align}
D&=\frac{8}{L^2}\int_0^{\pi/4}d\phi\int_0^{L/(2\cos\phi)}r^2\,dr
=\frac L3\int_0^{\pi/4}\sec^3\phi\,d\phi \notag\\
&=\frac{L}{6}\left[\sqrt2+\ln(1+\sqrt2)\right]=0.383\,L .
\end{align}

A real capacitor has open edges, and its nucleus may lie anywhere. For two random points in a unit square, each absolute coordinate difference $u$ has density $2(1-u)$. In polar coordinates, with the two halves of the quadrant equal,
\begin{align}
\frac{\langle D\rangle}{L}&=8\int_0^{\pi/4}d\phi\int_0^{\sec\phi}r^2(1-r\cos\phi)(1-r\sin\phi)\,dr \notag\\
&=8\int_0^{\pi/4}\left[\frac{\sec^3\phi}{3}-\frac{\sec^3\phi+\sin\phi\sec^4\phi}{4}+\frac{\sin\phi\sec^4\phi}{5}\right]d\phi \notag\\
&=8\left[\frac{\sqrt2+\ln(1+\sqrt2)}{24}-\frac{2\sqrt2-1}{60}\right] \notag\\
&=\frac{2+\sqrt2+5\ln(1+\sqrt2)}{15}=0.521 .
\end{align}
In both cases the sweep time, and its variation with the position of the nucleus, is smaller than the wait by a factor of order $a^{3/2}$. Hence $s\to1$ as $a\to0$: the scatter is as large as the mean.

The curve averaged over many trials also changes form. For $a\ll1$ the sweep is brief compared with the wait, so $\langle f\rangle\simeq1-e^{-JAt}$ at times much longer than the sweep. Each trial is nearly a step; the smooth exponential comes from averaging steps at different times.

\section*{Large capacitors: the mean curve}

Attempts in switched area may be included in the calculation without changing it. Suppose a domain born at $(\mathbf r_0,t_0)$ has already reached the site $\mathbf r'$ of a later attempt at $t'$, so that $|\mathbf r'-\mathbf r_0|\le v(t'-t_0)$. By the triangle inequality,
\begin{equation}
t_0+\frac{|\mathbf r-\mathbf r_0|}{v}\le t_0+\frac{|\mathbf r-\mathbf r'|+|\mathbf r'-\mathbf r_0|}{v}\le t'+\frac{|\mathbf r-\mathbf r'|}{v}.
\end{equation}
The older domain reaches every point no later than a domain from the ineffective attempt would.

A point is therefore unswitched at time $t$ if no attempt lies in its backward cone, the set of earlier places and times from which a wall could have reached it. In a capacitor much wider than $\ell$, away from edges, the cone has space-time volume
\begin{equation}
V(t)=\int_0^t\pi v^2(t-t')^2dt'=\frac{\pi v^2t^3}{3}.
\end{equation}
The attempts are independent, so the probability of an empty cone is $e^{-JV}$, and
\begin{equation}
\langle f(t)\rangle=1-\exp\left(-\frac{\pi Jv^2t^3}{3}\right)
=1-\exp\left[-\frac\pi3\left(\frac t\tau\right)^3\right].
\end{equation}
This is the KAI law for continuous nucleation in two dimensions. With $x=t/\tau$ and then $w=\pi x^3/3$,
\begin{align}
\frac{\langle T\rangle}{\tau}&=\int_0^\infty e^{-\pi x^3/3}dx
=\frac13\left(\frac3\pi\right)^{1/3}\int_0^\infty w^{-2/3}e^{-w}dw \notag\\
&=\left(\frac3\pi\right)^{1/3}\Gamma\left(\frac43\right)\equiv m=0.879 .
\end{align}

Nuclei form only in unswitched area. Their mean number is
\begin{equation}
\langle N\rangle=J\int_0^\infty A\langle1-f\rangle dt=JA\langle T\rangle
=a\,\frac{\langle T\rangle}{\tau},
\end{equation}
where $J=1/(\ell^2\tau)$ was used. In a large capacitor this is $0.879$ nuclei per area $A_c$. The estimate thus has a direct meaning: $A_c$ is roughly the area served by one nucleus.

\section*{Large capacitors: the fluctuations}

Since $t(\mathbf r)$ is the time integral of a step function, the mean product of two local switching times is a double integral of the probability that both points are unswitched. For points separated by $r$, at times $t$ and $t'$, the union of the two cones must be empty:
\begin{equation}
P=\exp\{-J[V(t)+V(t')-V_{12}(t,t',r)]\},
\end{equation}
where $V_{12}$ is the overlap volume, counted once. Subtracting the product of the separate probabilities gives the covariance
\begin{equation}
C(r)=\int_0^\infty\!\!\int_0^\infty e^{-J[V(t)+V(t')]}\left(e^{JV_{12}}-1\right)dt\,dt'.
\end{equation}
The variance of an area average is the double area average of $C$. When the capacitor is much wider than the range of $C$, one integral gives $A$, and
\begin{equation}
\sigma_T^2=\frac1{A^2}\int\!\!\int C\,d^2r_1d^2r_2=\frac1A\int C(r)\,d^2r .
\end{equation}
Measure lengths in $\ell$ and times in $\tau$. Then $C$ supplies a factor $\tau^2$, the area element supplies $\ell^2=A_c$, and $J\ell^2\tau=1$ removes the rate:
\begin{equation}
\sigma_T^2=K\tau^2\frac{A_c}{A},\quad
K=\int_0^\infty\!2\pi\rho\,d\rho\int_0^\infty\!\!\int_0^\infty
e^{-\pi(x^3+y^3)/3}(e^\omega-1)\,dx\,dy .
\end{equation}
Here $\omega(x,y,\rho)=\int_0^{\min(x,y)}S(x-z,y-z,\rho)\,dz$, and $S(R_1,R_2,\rho)$ is the common area of two discs whose centres are $\rho$ apart. For intersecting circles it is the sum of two circular segments. If $\alpha_i$ is half the angle of segment $i$ and $h$ half the common chord, then $h=R_1\sin\alpha_1=R_2\sin\alpha_2$ and $R_1\cos\alpha_1+R_2\cos\alpha_2=\rho$, so
\begin{align}
S&=\sum_{i=1}^{2}\left(R_i^2\alpha_i-R_i^2\sin\alpha_i\cos\alpha_i\right)
=R_1^2\alpha_1+R_2^2\alpha_2-\rho h,\notag\\
\cos\alpha_1&=\frac{\rho^2+R_1^2-R_2^2}{2\rho R_1},\qquad
\cos\alpha_2=\frac{\rho^2+R_2^2-R_1^2}{2\rho R_2}.
\end{align}
Separate discs have $S=0$; for nested discs $S$ is the area of the smaller one. Numerical integration by the trapezoidal rule gives $K=0.198$. Therefore
\begin{equation}
s=\left(\frac{cA_c}{A}\right)^{1/2},\qquad c=\frac K{m^2}=\frac{0.198}{0.879^2}=0.256 .
\end{equation}
The scatter of a large capacitor falls as the inverse of its edge length.

\section*{How broad is the crossover?}

The limiting laws for $s$, namely $1$ and $\sqrt{c/a}$, meet at $a=c=0.26$. Those for $\sigma_T/\tau$, namely $1/a$ and $\sqrt{K/a}$, meet at $a=1/K=5.05$. The estimate $a=1$ lies between these values. No sharp transition is present in the model, and the two meeting points differ by a factor of about 20 in area.

The second meeting point has a further meaning. Write $T=t_1+S_1$, where $S_1$ is the remainder after the first nucleus. The positions of all attempts, and the delays of later attempts after the first, are independent of $t_1$. Hence, for every $A$,
\begin{equation}
\sigma_T^2=\frac1{(JA)^2}+\operatorname{Var}S_1\ge\frac{\tau^2}{a^2},
\end{equation}
because $1/(JA)=\tau/a$. The large-area law would violate this bound for $a<1/K$, so it cannot hold there.

A direct simulation covers the region between the limits. Attempts are drawn at random and accepted only in unswitched area; local switching times are averaged over a $20\times20$ grid. Each entry below comes from 4000 trials, or 8000 for the smallest area. For $A\le4A_c$ the values of $s$ are uncertain by $0.01$ to $0.02$, so the order of the periodic and open values at $A_c/4$ and $4A_c$ is not resolved. Treating the first wait exactly and sampling only $S_1$ gives $s=0.95$ (periodic) and $0.94$ (open) at $A_c/4$, $0.73$ and $0.67$ at $A_c$, and $0.29$ and $0.28$ at $4A_c$.

\begin{center}
\begin{tabular}{ccccc}
 & \multicolumn{2}{c}{periodic edges} & \multicolumn{2}{c}{open edges}\\
$A/A_c$ & $\langle T\rangle/\tau$ & $s$ & $\langle T\rangle/\tau$ & $s$\\
1/16 & 16.1 & 0.99 & 16.2 & 0.99\\
1/4 & 4.2 & 0.95 & 4.1 & 0.96\\
1 & 1.36 & 0.73 & 1.47 & 0.66\\
4 & 0.89 & 0.28 & 1.03 & 0.29\\
25.6 & 0.88 & 0.10 & 0.93 & 0.10
\end{tabular}
\end{center}

At $A_c$ the scatter is about 70 per cent of the mean, so a capacitor of this size is still strongly stochastic. Where the first wait dominates, the sampled $\sigma_T$ is uncertain by about 2 per cent; this is why the entries at $A_c$ give values slightly below the exact bound $\sigma_T\ge\tau$. With periodic edges, a capacitor of area $A_c$ forms about $1.4$ nuclei on average. At $4A_c$ the periodic mean is already within about 2 per cent of the KAI value $0.879\,\tau$, but $\sigma_T\simeq0.26\,\tau$ (the sampled entry gives $0.25\,\tau$). This is close to the bound $\tau/4$: the wait for the first nucleus still supplies about 90 per cent of the variance, and about 75 per cent with open edges. Agreement of the average time with KAI does not by itself show that individual trials are reproducible.

Open edges lengthen the mean at $A_c$ and above. Part of the backward cone of a point near an edge lies outside the capacitor, where there are no nuclei, so the point is more likely to remain unswitched. This argument holds for every area, so the reversed order of the means at $A_c/4$ must come from sampling: with a standard deviation near $4\tau$, each mean is uncertain by about $4\tau/\sqrt{4000}=0.06\,\tau$, and their difference by about $0.09\,\tau$.

For reproducible switching, a required scatter is a more useful criterion than $A_c$. Setting $s=0.10$ in the large-area law gives
\begin{equation}
A_{10}=\frac{c}{0.10^2}A_c=25.6\,A_c,\qquad
\sqrt{A_{10}}=5.06\,\ell .
\end{equation}

\section*{Size for activated rates}

Let $b$ be the edge of a cell in which nucleation is attempted, $t_0$ the attempt time, and $\theta$ the temperature expressed as an energy. At the chosen field, let nucleation have barrier $U_n$ and a wall step of length $b$ have barrier $U_w$. Backward wall steps are neglected, which requires the field energy gained in a step to be much larger than $\theta$. A single cell seldom meets this condition: with polarization $P=70\ \mu$C/cm$^2$, field $E=100$ kV/cm and $b=4$ \AA, the gain $2PEb^3$ is only $0.22\,\theta$ at 300 K. The step must then reverse many cells; a column through a 10 nm film gains about $5\,\theta$. If both processes have the same attempt time,
\begin{equation}
J=\frac{e^{-U_n/\theta}}{b^2t_0},\qquad
v=\frac b{t_0}e^{-U_w/\theta},\qquad
\frac vJ=b^3e^{(U_n-U_w)/\theta}.
\end{equation}
Raising the last ratio to the power $2/3$ gives
\begin{equation}
A_c=b^2\exp\left[\frac{2(U_n-U_w)}{3\theta}\right].
\end{equation}
The attempt time cancels from the size, though not from $\tau$. The prefactor $b^2$ is only an estimate, because the expression for $v$ treats the wall as advancing in one piece. If cells along the wall flip independently at the same rate, a flat front on a square lattice moves 2.2 to 2.5 times faster, and $A_c$ is 1.7 to 1.8 times larger. A field that lowers $U_n$ more than $U_w$ makes the crossover area smaller.

As a model example, with barriers that are illustrative and not those of a particular material, choose $b=4$ \AA, $t_0=10^{-12}$ s, $U_n=0.60$ eV, $U_w=0.25$ eV and a temperature of 300 K, for which $\theta=0.02585$ eV. The rates are $v=2.52\times10^8$ \AA/s and $J=5.20$ \AA$^{-2}$\,s$^{-1}$. Then
\begin{align}
A_c&=(4\ \text{\AA})^2\exp\left(\frac{2\times0.35}{3\times0.02585}\right)
=16\,e^{9.03}\ \text{\AA}^2\simeq1.33\times10^5\ \text{\AA}^2,\notag\\
\ell&\simeq365\ \text{\AA}=36.5\ \text{nm},\qquad
\tau=\frac{365\ \text{\AA}}{2.52\times10^8\ \text{\AA/s}}\simeq1.4\times10^{-6}\ \text{s}.
\end{align}
The 10 per cent criterion gives an edge of $5.06\times365$ \AA, about $1850$ \AA\ or 185 nm. Between these edges the model passes from strong randomness to fairly reproducible switching.

The size is sensitive to the barriers. Raising $U_n$ by $0.05$ eV multiplies the area by $\exp[0.10/(3\times0.02585)]=3.63$ and moves the crossover edge from 365 to 695 \AA. A barrier error of this size matters about as much as the choice of numerical factor in the estimate.

\section*{When another size applies}

If nucleation occurs only along the perimeter, at rate $j$ per unit length and time, a square waits $1/(4j\sqrt A)$. The same criterion then reads
\begin{equation}
\sqrt A=\frac{v}{4j\sqrt A}\quad\Rightarrow\quad A=\frac v{4j}.
\end{equation}
The power of $v$ over the rate changes from $2/3$ to $1$. Edge nucleation exceeds nucleation in the interior when $4j\sqrt A>JA$, that is, for $\sqrt A<4j/J$.

If randomly placed nuclei of density $n$ are present from the start, an area $A$ contains none with probability $e^{-nA}$. Neglecting them near the crossover requires $nA_c\ll1$. When they dominate, $1/n$ is the mean area per initial nucleus, but it does not by itself mark the onset of reproducible switching. If the nuclei are placed anew in each trial, an empty capacitor must still wait a mean time $1/(JA)$, and even rare empty trials can then dominate the scatter. Nuclei that stay at the same places in every trial do not themselves cause scatter between trials. The critical nucleus must also be much smaller than $\ell$, which in the example is about 91 cells.

In nucleation-limited switching, regions of a film switch separately, with a broad distribution of waiting times fixed by local conditions. No single $J$ then describes the film, and walls do not carry switching from one region to the next. The formula for $A_c$ does not apply to such a film, and a broad switching curve in a large capacitor does not by itself imply scatter between trials.
